# Bruno's relation between magnetic anisotropy and orbital moment in d bands

## The decision in a calculation

Two ways of calculating the anisotropy of a magnetic film are compared here. One may subtract the energies for two magnetization directions, which requires a difference of order 1 meV per atom or less to be converged. Or one may calculate the orbital moment for each direction and convert its difference into an energy. The second way avoids subtracting two nearly equal total energies, but it rests on Bruno's relation, which needs two conditions besides the assumptions listed in the next section. The majority d band must be full, and spin-flip processes must contribute little anisotropy. The derivation below yields the relation together with the term it leaves out, so that the choice can be made with numbers.

## Hamiltonian and conventions

Take one kind of atom with five d orbitals. The one-electron Hamiltonian without spin-orbit coupling is

$$H_0=h(\mathbf k)-\tfrac{\Delta}{2}\,\boldsymbol\sigma\cdot\mathbf n .$$

Here $h$ acts on the orbitals, $\boldsymbol\sigma$ are the Pauli matrices, and $\Delta$ is the exchange splitting. Spin up, along $\mathbf n$, lies lower and is the majority spin. The perturbation is $V=\xi\,\mathbf L\cdot\mathbf S$, with $\mathbf S=\boldsymbol\sigma/2$ and angular momenta in units of $\hbar$. It is the same on every atom and therefore conserves $\mathbf k$. Sums below include an average over $\mathbf k$, so energies are per atom.

Three assumptions enter here. The splitting is rigid: both spins have the same orbitals. The matrix $h(\mathbf k)$ is real in the real d orbitals. The one-electron Hamiltonian is held fixed when $V$ is switched on, so the response of the electron-electron interaction to the induced orbital moment is left out.

An electron's magnetic moments oppose its angular momenta, so the magnetization points along $-\mathbf n$. The orbital moment measured along the magnetization is then $m_{\rm orb}=+\mu_B\langle L_n\rangle$, where $L_n=\mathbf L\cdot\mathbf n$.

The operator $\mathbf L=-i\,\mathbf r\times\nabla$ has imaginary matrix elements between real functions. Being Hermitian as well, its matrices are antisymmetric and have zero diagonal. The first-order energy therefore vanishes.

## Second-order free energy

Let $i,j$ label eigenstates of $H_0$ with energies $\varepsilon_i$ and Fermi occupations $f_i$. The density matrix $\rho$ is a function of the Hamiltonian and commutes with it. To first order in $V$ this gives

$$[\rho_0,V]+[\delta\rho,H_0]=0 .$$

Its $ij$ element is $(f_i-f_j)V_{ij}+(\varepsilon_j-\varepsilon_i)\,\delta\rho_{ij}=0$, so

$$\delta\rho_{ij}=-g_{ij}V_{ij},\qquad g_{ij}=\frac{f_i-f_j}{\varepsilon_j-\varepsilon_i}\ge 0 .$$

For equal energies $g_{ij}$ takes its limit $-f'(\varepsilon_i)=f_i(1-f_i)/k_BT$.

Now switch the perturbation on as $\lambda V$. At fixed chemical potential $\mu$ the grand potential obeys $d\Omega/d\lambda={\rm Tr}(\rho_\lambda V)$. The first-order part of $\rho_\lambda$ is $\lambda\,\delta\rho$, and $\int_0^1\lambda\,d\lambda=\tfrac12$. Hence

$$E_2=\tfrac12{\rm Tr}(\delta\rho\,V)=-\tfrac12\sum_{ij}g_{ij}|V_{ij}|^2 .$$

The same result holds at fixed electron number $N$. The first-order change of the number is $-\sum_i g_{ii}V_{ii}=0$, so $\mu$ shifts by order $\xi^2$. Because $\Omega+\mu N$ is stationary in $\mu$, that shift changes the free energy by order $\xi^4$.

At zero temperature, $g_{ij}$ is one over the excitation energy for an occupied-empty pair and zero for two occupied or two empty states.

## Separating the two kinds of process

Let $\mathbf p,\mathbf q$ complete a right-handed set with $\mathbf n$, and let $L_\pm=L_p\pm iL_q$, with $S_\pm$ defined likewise. Multiplying out shows that $L_+S_-+L_-S_+=2(L_pS_p+L_qS_q)$, so

$$V=\xi L_nS_n+\tfrac{\xi}{2}(L_+S_-+L_-S_+).$$

The first term conserves spin and the second reverses it. They connect different pairs of states, so their second-order energies add.

**Spin-conserving part.** Within either spin $|V_{ij}|^2=(\xi^2/4)|(L_n)_{ij}|^2$. Define for spin $s$

$$A_s(\mathbf n)=\tfrac12\sum_{ij\in s}g_{ij}|(L_n)_{ij}|^2 .$$

Then $E_{\rm cons}=-(\xi^2/4)(A_\uparrow+A_\downarrow)$.

**Spin-flip part.** For an up state $i$ and a down state $j$, the matrix element is $(\xi/2)(L_+)_{ji}$. Write $L_p=iP$ and $L_q=iQ$ with real $P,Q$. Then $L_+=iP-Q$, and $|(L_+)_{ji}|^2=P_{ji}^2+Q_{ji}^2$. Each pair occurs in both orders in $E_2$, which cancels the factor $\tfrac12$:

$$E_{\rm flip}=-\frac{\xi^2}{4}B,\qquad B(\mathbf n)=\sum_{i\uparrow,\,j\downarrow}g_{ij}\left(|(L_p)_{ij}|^2+|(L_q)_{ij}|^2\right).$$

## The orbital moment and Bruno's relation

The operator $L_n$ conserves spin, so to first order its average involves the term $\xi L_nS_n$ alone. With $S_n=+\tfrac12$ for up and $-\tfrac12$ for down,

$$\langle L_n\rangle_s={\rm Tr}_s(\delta\rho\,L_n)=-\xi S_n\sum_{ij\in s}g_{ij}|(L_n)_{ij}|^2=-2\xi S_nA_s .$$

Thus $\langle L_n\rangle_\uparrow=-\xi A_\uparrow$ and $\langle L_n\rangle_\downarrow=+\xi A_\downarrow$. Each spin band acquires an orbital moment opposed to its own spin. The energy adds the two pair sums, whereas the total moment subtracts them. Eliminating $A_s$ gives

$$E_{\rm cons}=-\frac{\xi}{4}\left(\langle L_n\rangle_\downarrow-\langle L_n\rangle_\uparrow\right).$$

This is where the filled-majority-band assumption enters. If every up state is occupied, then $f_i-f_j=0$ for every up pair, $A_\uparrow=0$, and the total orbital moment comes from the minority band:

$$E_2(\mathbf n)=-\frac{\xi}{4\mu_B}m_{\rm orb}(\mathbf n)+E_{\rm flip}(\mathbf n).$$

Let $z$ be the film normal and define $K=E(x)-E(z)$, so that $K>0$ means a perpendicular easy axis. When the anisotropy of $E_{\rm flip}$ is negligible,

$$K=\frac{\xi}{4\mu_B}\left[m_{\rm orb}(z)-m_{\rm orb}(x)\right].$$

This is Bruno's relation: the easy axis is the direction of larger orbital moment. One factor $\tfrac12$ in the coefficient is the minority spin, and the other is the usual half in the energy of a linear response.

The opposite filling is a useful second case. If the minority band is empty and the majority band partly filled, then $A_\downarrow=0$ and $E_{\rm cons}=+(\xi/4)\langle L_n\rangle$, with $\langle L_n\rangle$ negative. The orbital moment now opposes the spin moment, and this part of the energy favours the axis along which its magnitude is largest.

## What the relation leaves out

With a full majority band, $f_i=1$ for each up state. Let $e_i,e_j$ be the band energies before exchange splitting. An up-down pair then has

$$g_{ij}=\frac{1-f_j}{\Delta+e_j-e_i}.$$

If $\Delta$ is large compared with the d bandwidth, the denominator tends to $\Delta$. The sum over $i$ then covers the whole d shell, and completeness gives $\sum_i|(L_p)_{ij}|^2=(L_p^2)_{jj}$. Since $L_p^2+L_q^2=l(l+1)-L_n^2=6-L_n^2$,

$$B(\mathbf n)\to\frac1\Delta{\rm Tr}\left[\rho_h(6-L_n^2)\right],$$

where $\rho_h$ is the density matrix of the minority holes. The neglected anisotropy is therefore

$$K_{\rm flip}\to\frac{\xi^2}{4\Delta}{\rm Tr}\left[\rho_h(L_x^2-L_z^2)\right].$$

In this limit it depends on the shape of the hole cloud and falls as $1/\Delta$. A hole in $xy$ or $x^2-y^2$ has $\langle L_z^2\rangle=4$ and $\langle L_x^2\rangle=1$, contributing $-3$ to the trace. A hole in $z^2$ has the values 0 and 3, contributing $+3$. A hole shared equally by $xz$ and $yz$ contributes $2.5-1=+1.5$. In-plane holes thus favour in-plane magnetization through this term, whatever the orbital moments say. A full majority band does not remove it.

## Angular dependence

The matrix element of $L_n$ is linear in the components of $\mathbf n$, so $A_s$ is quadratic in them. So is $B$, because $|L_p|^2+|L_q|^2=|\mathbf L|^2-|L_n|^2$ for each pair. Fourfold symmetry about $z$ leaves one independent anisotropy constant:

$$E_2(\theta)=E_2(0)+K\sin^2\theta ,$$

with $\theta$ the angle from the normal. Differences within the plane first appear at higher order in $\xi$.

## Worked example: a square monolayer

The example is a model monolayer, with an anisotropy set to the size found in the free layer of a perpendicular magnetic tunnel junction. Its orbital Hamiltonian is

$$h=2\cos(k_xa)\,T_x+2\cos(k_ya)\,T_y+\delta\,|z^2\rangle\langle z^2| .$$

The nearest-neighbour hopping $T$ is $-0.40$, $0.20$ and $0$ eV for orbitals of σ, π and δ type about the bond. The other inputs are $\Delta=2$ eV, $\xi=50$ meV, $a=0.28$ nm, eight d electrons per atom and $T=300$ K. These are rough values for a strong 3d ferromagnet.

The shift $\delta=-0.30$ eV is a free parameter that lowers the $z^2$ level; it is not derived from a real interface. At an oxide barrier, bonding with the lower-lying oxygen p states tends to raise that level instead, and with $\delta=0$ this model has an in-plane easy axis. The example therefore does not explain why real junctions are perpendicular. The value was selected on a grid of 0.05 eV to bring the Bruno term closest to 1 meV per atom. The size of $K$ is therefore an input in disguise; what the example determines is how well Bruno's relation works for this one set of parameters. Another filling, splitting or level shift can give an anisotropy of similar size with a different error, because the spin-flip term depends on the minority holes and on $\Delta$.

The chemical potential lies 0.87 eV above the top of the majority band, so that band is full and the minority band holds three electrons. The minority pair sums are $A_\downarrow(z)=6.481$ and $A_\downarrow(x)=4.798$ eV$^{-1}$. The orbital moments follow:

$$m_{\rm orb}(z)=0.050\times6.481=0.324\,\mu_B,\qquad m_{\rm orb}(x)=0.240\,\mu_B .$$

Their difference, 0.0841 $\mu_B$, gives

$$K_{\rm Bruno}=\frac{50\ {\rm meV}}{4}\times0.0841=1.05\ {\rm meV}.$$

For the spin-flip part, $B(z)=2.827$ and $B(x)=3.165$ eV$^{-1}$. With $\xi^2/4=6.25\times10^{-4}$ eV$^2$,

$$K_{\rm flip}=6.25\times10^{-4}\times(2.827-3.165)\ {\rm eV}=-0.21\ {\rm meV}.$$

The second-order total is 0.84 meV per atom, or 1.7 mJ/m² after division by $a^2$. Bruno's relation has the right sign but is 25% too large relative to this total, although the majority band is full.

The large-$\Delta$ formula gives $K_{\rm flip}=-0.31$ meV: the right sign, but a magnitude about 45% above the pair sum. The bandwidth is 2.4 eV, so replacing every denominator by $\Delta=2$ eV is crude. The estimate still reveals the shape of the holes. It corresponds to a trace of $-0.98$. If $w$ of the two holes are in-plane, the trace is at least $-3w+1.5(2-w)$, so $w$ must be at least 0.88.

## Tests of the derivation

The full ten-orbital Hamiltonian was diagonalized at $\xi=2$ meV, with the exchange field itself turned between $x$ and $z$. The part of the energy even in $\xi$ agrees with the second-order formula to a relative error below $10^{-5}$. The part of the moment odd in $\xi$ agrees to $2\times10^{-5}$. At $\theta=45^\circ$ the energy lies midway between the two axes, within the set tolerance of 2% of the Bruno term.

Raising $\Delta$ to 400 eV, with the other model parameters unchanged, isolates the spin-flip condition. The ratio of $K$ to its Bruno value becomes 0.9986. The trace of $-0.98$ predicts a deficit of $0.98/400=0.0025$ eV$^{-1}$ against $A_\downarrow(z)-A_\downarrow(x)=1.68$ eV$^{-1}$, or 0.0015, in agreement.

The filling condition was tested separately, with spin flips switched off, $\Delta=1$ eV, seven electrons and $\mathbf n$ along $z$. The majority band then has 0.12 holes per atom. The spin-resolved law reproduces the energy, with a ratio of 1.000, while the total moment gives 0.873 of it. That ratio equals $(A_\downarrow-A_\uparrow)/(A_\downarrow+A_\uparrow)$, so $A_\uparrow$ is about 7% of $A_\downarrow$. The error in the energy is nearly twice that fraction, because the majority term enters the moment with the wrong sign.

## Corrections within the example

Diagonalization at the full $\xi=50$ meV gives $K=0.81$ meV, so orders beyond the second change the result by $-0.03$ meV. Inserting the orbital moments from that calculation into Bruno's relation gives 0.99 meV, 23% above the corresponding $K$. Better moments do not repair the missing spin-flip term.

Two effects of temperature are estimated here. Lowering the temperature to 150 K in the Fermi function raises the second-order $K$ from 0.84 to 0.94 meV. Fluctuations of the magnetization direction act separately. For a classical spin in a mean field, with weight $e^{x\cos\theta}$, the reduced magnetization is $M(T)/M(0)=\coth x-1/x$. Here $\theta$ is the angle between the spin and its mean direction. Let the mean direction make an angle $\alpha$ with the film normal. Averaged over the azimuth about the mean direction, the squared cosine of the spin's angle to the normal is $\cos^2\theta\cos^2\alpha+\tfrac12\sin^2\theta\sin^2\alpha$. The coefficient of $\sin^2\alpha$ in the energy is therefore $K$ times the average of $(3\cos^2\theta-1)/2$. An assumed reduced magnetization of 0.9 gives a factor of 0.73. Applying it to an itinerant magnet is an estimate.

The dipolar interaction between the 2 $\mu_B$ spin moments contributes $-0.07$ meV. With the fluctuation factor on $K$ and the square of 0.9 on the dipolar term, the net anisotropy is

$$0.73\times0.809-0.81\times0.066\approx0.54\ {\rm meV},$$

or about 1.1 mJ/m².

## Beside a real free layer

Interface anisotropies of order 1 mJ/m² are typical of such junctions, so the model has a realistic scale, by choice of $\delta$. Its orbital moments of 0.24 to 0.32 $\mu_B$ are high; about 0.1 $\mu_B$ is typical of 3d ferromagnetic metals. A real free layer is also several atomic layers thick. If five layers with the same spin moment share one such interface and are stacked as in a bcc (001) film, $a/2$ apart, the dipolar cost rises to about 0.56 meV per interface atom, against 0.81 meV from the model monolayer, both before the fluctuation factors are applied. Iron-rich alloys can have majority d holes, which break the filling assumption. The 13% error found above applies to the energy for one direction; the error in $K$, a difference between two directions, can have another size and sign. Heavy-metal neighbours with their own large $\xi$, and hopping that makes $h(\mathbf k)$ complex at an interface without inversion symmetry, lie outside the model and were not sized.

## Choosing the method

Where the assumptions of the derivation hold, with one kind of magnetic atom and no heavy-metal neighbours, orbital moments suffice when the majority band is full and $K_{\rm flip}$ is smaller than the accuracy required. The minority hole density matrix gives a first estimate of that term without a second set of energies. Here, adding it to the Bruno value gives $1.051-0.306=0.745$ meV, 11% below the second-order total, compared with 25% above it without the correction. This gain is not general, because the estimate assumes $\Delta$ large against the bandwidth. For level shifts from $-0.8$ to $+0.3$ eV at eight electrons it misses the spin-flip term by 0.05 to 0.1 meV. At $\delta=0$ it gives $-0.04$ meV against a true $+0.04$ meV and moves the Bruno value away from the total. At $\delta=-0.10$ eV, where $K$ is $+0.08$ meV, adding it reverses the predicted easy axis. It cannot be trusted when $K_{\rm flip}$ or $K$ is of that size. If an error of that size matters, or if the majority band has holes, the energies for the two directions should be subtracted directly. The numerical output below lists the values for the monolayer at $\delta=-0.30$ eV.

## Values computed for the example and the checks

```
hopping dd-sigma: -0.40 eV
hopping dd-pi: 0.20 eV
hopping dd-delta: 0.00 eV
exchange splitting: 2.00 eV
spin-orbit parameter xi: 50.0 meV
d electrons per atom: 8.0
lattice constant: 0.28 nm
temperature: 300 K
target for choosing z2 shift: 1.00 meV/atom
chosen z2 level shift: -0.30 eV
d band width per spin: 2.400 eV
majority electrons: 5.0000
minority electrons: 3.0000
chemical potential above majority top: 0.866 eV
majority holes per atom: 2.0e-17
A_down, n=x: 4.7984 1/eV
B, n=x: 3.1650 1/eV
first-order orbital moment, n=x: 0.2399 mu_B
A_down, n=z: 6.4807 1/eV
B, n=z: 2.8271 1/eV
first-order orbital moment, n=z: 0.3240 mu_B
orbital moment difference z-x: 0.0841 mu_B
Bruno term of K: 1.0514 meV/atom
spin-flip term of K: -0.2112 meV/atom
closure estimate of spin-flip term: -0.3058 meV/atom
second-order K: 0.8403 meV/atom
Bruno term, areal: 2.149 mJ/m2
second-order K, areal: 1.717 mJ/m2
all-order K: 0.8088 meV/atom
all-order minus second-order K: -0.0315 meV/atom
all-order orbital moment, n=x: 0.2383 mu_B
all-order orbital moment, n=z: 0.3177 mu_B
Bruno K from all-order moments: 0.9923 meV/atom
second-order K at 150 K: 0.9441 meV/atom
spin moment: 2.000 mu_B
dipolar lattice sum: 9.0336
dipolar shape term of K: -0.0663 meV/atom
assumed reduced magnetization: 0.90
thermal factor on K: 0.7300
test xi: 2.0 meV
largest relative energy error in test: 6.4e-06
largest relative moment error in test: 1.7e-05
large-exchange test splitting: 400 eV
K / Bruno K at large exchange: 0.9986
open-majority test: majority holes: 0.1201
open-majority: spin-resolved law / energy: 1.0000
open-majority: total-moment law / energy: 0.8726
```
